Choosing Event Selection in Kinetic Monte Carlo: Factor-of-Two Rate Bins

**The decision**

Barriers from electronic-structure calculations can be passed to a kinetic Monte Carlo simulation of growth. The user must then choose how the simulation picks the next event from its list. A plain search through the list slows down as the simulated surface grows. Rejection against the fastest possible rate needs no search, but may discard thousands of proposals for each event kept. A third choice sorts the events into bins whose rates agree within a factor of two, picks a bin, and applies rejection inside it. It suits long lists of events with many different rates. The analysis below shows what it costs, when another choice is as good, and which details of the setting affect the physics.

**What has to be sampled**

Let the present state offer N events with positive rates r_i, in 1/s. An event with zero rate is left off the list. The rates stay constant until an event happens, and the events are independent of one another. Their total is

R = Σ_i r_i.

Let P₀(t) be the probability that nothing has happened up to time t. In a short interval dt some event happens with probability R dt, so dP₀/dt = −R P₀, and P₀(0) = 1 gives P₀ = exp(−Rt). The probability density for event i to come first, at time t, is therefore

r_i exp(−Rt) = (r_i/R) · R exp(−Rt).

The first factor contains the event and the second contains the time, so the two can be drawn independently. The event must have probability r_i/R. The time follows from setting P₀(t) equal to a random number u, uniform between 0 and 1:

t = −ln(u)/R.

**The rule and why it is exact**

Bin k holds the events with

2^(k−1) ≤ r_i < 2^k,

where r_i is the numerical value of the rate in the chosen unit and k is any integer. Call 2^k the ceiling of the bin, n_k the number of its members and S_k the sum of their rates. The selection has two parts:

1. Choose bin k with probability S_k/R.
2. Propose a member of that bin, all members being equally likely. Accept it with probability r_i/2^k. After a rejection, propose again from the same bin.

One proposal in bin k selects event i with probability

q_i = (1/n_k)(r_i/2^k),

and it selects some member with probability

a_k = Σ_(i in k) q_i = S_k/(n_k 2^k).

This is the mean rate in the bin divided by the ceiling. Every member has at least half the ceiling and less than the whole of it, so 1/2 ≤ a_k < 1.

Event i is accepted at proposal m if the first m−1 proposals fail and the next one selects i. Summing the geometric series over m gives

P(i|k) = Σ_(m≥1) (1−a_k)^(m−1) q_i = q_i/a_k = r_i/S_k.

The factors n_k and 2^k have cancelled. Multiplying by the probability of the bin gives

P(i) = (S_k/R)(r_i/S_k) = r_i/R.

The bins therefore introduce no approximation: two rates in one bin are not treated as equal. The result assumes ideal random numbers and values of S_k that belong to the present state.

**The number of proposals**

Let T be the number of proposals needed, counting the accepted one. More than m are needed if the first m all fail:

P(T>m|k) = (1−a_k)^m ≤ 2^(−m).

The mean of a positive integer is the sum of these tail probabilities from m = 0, because a value T is counted once for each m below T. Hence

E[T|k] = Σ_(m≥0) (1−a_k)^m = 1/a_k ≤ 2.

Averaging over the choice of bin gives

E[T] = Σ_k (S_k/R)(n_k 2^k/S_k) = Σ_k n_k 2^k/R ≤ 2.

The bound holds because each ceiling is at most twice the rate beneath it. N does not enter. Equality requires every rate to lie on the lower edge of its bin.

The bound applies to the mean, and single selections can take longer. For the spread, use T(T−1) = 2 Σ_(m=0)^(T−1) m. Its mean is 2 Σ_m m(1−a_k)^m = 2(1−a_k)/a_k², so

Var[T|k] = 2(1−a_k)/a_k² + 1/a_k − 1/a_k² = (1−a_k)/a_k².

This decreases as a_k rises, and its largest value, at a_k = 1/2, is 2.

**Eight rates worked through**

Take the rates 1.0, 1.0, 1.1, 3.9, 3.7, 0.26, 0.4 and 9.0 1/s, with R = 20.36 1/s. The occupied bins have ceilings 0.5, 2, 4 and 16 1/s and contain 2, 3, 2 and 1 events. The mean number of proposals is

E[T] = (2×0.5 + 3×2 + 2×4 + 1×16)/20.36 = 31/20.36 = 1.523.

In 200000 selections the mean was 1.521. The bin with ceiling 2 has S_k = 3.10 1/s, so a_k = 3.10/(3×2) = 0.517 and it needs 1.94 proposals on average. The bin with ceiling 4 is nearly ideal: a_k = 7.60/(2×4) = 0.95, or 1.05 proposals. More than five proposals are needed with probability 0.011, below the general bound 2^(−5) = 0.031.

**What to do after a rejection**

Keeping the bin after a rejection is essential to the rule above. Suppose instead that the bin is drawn afresh each time, still with weights S_k. One complete trial then selects event i with probability

(S_k/R)(1/n_k)(r_i/2^k) = (r_i/R) a_k.

The final probabilities are proportional to r_i a_k, so events in bins with low acceptance are chosen too rarely. For the rate 9.0 1/s the correct probability is 0.442 and its bin has a_k = 0.5625. The normalising sum Σ_k (S_k/R) a_k is 0.703, which gives 0.442×0.5625/0.703 = 0.354. Over all eight events, 13% of the probability sits on the wrong events. A longer run does not reduce this error, since it changes the ratios between competing processes.

Redrawing the bin is correct if the weights are n_k 2^k. With W = Σ_k n_k 2^k, a trial selects event i with probability

(n_k 2^k/W)(1/n_k)(r_i/2^k) = r_i/W.

A trial succeeds with probability R/W. The selected event therefore has probability r_i/R, and the mean number of trials is W/R, the same as before. Either pairing of weights and redraw may be used, but they must not be mixed. A calculation of the absorption probabilities of the trial process, for these eight rates, confirmed both correct rules and the bias of the mixed one.

**Why rejections take no physical time**

A rejected proposal is part of drawing a random number with the right distribution. The surface has not attempted anything. In the rule with weights S_k, the clock advances once per accepted event, by −ln(u)/R. If every proposal advanced it by such an amount, the mean step would be E[T]/R instead of 1/R, and simulated times would be too long by a factor between 1 and 2 that changes from state to state.

Clock and selection were tested together on a four-state system with known rates. After 0.5 s the master equation gives occupations 0.278, 0.187, 0.272 and 0.264; 20000 simulated histories gave 0.284, 0.184, 0.268 and 0.263. The largest difference, 0.006, is about two standard errors.

**The cost that remains: finding the bin**

The mean number of proposals has a bound independent of N, but the bin must also be found. A linear search takes up to K steps, where K is the number of occupied bins. Let Q = r_max/r_min. The integer ⌊log₂ r⌋ labels the bin of a rate r. It is at most log₂ r_max for the fastest event and greater than log₂ r_min − 1 for the slowest, so the two labels differ by less than log₂ Q + 1. An integer below that limit is at most ⌊log₂ Q⌋ + 1. Counting both end bins gives

K ≤ ⌊log₂ Q⌋ + 2.

The whole selection has a cost independent of N if the range of rates stays bounded as the system grows. If larger systems bring ever slower or faster processes, K can grow as well.

For thermally activated events, r = g ν exp(−E/kT), where g counts equivalent directions, ν is the attempt frequency and E the barrier. If ν is common to all events and the fastest event has the lowest barrier, then

log₂ Q = [ΔE/kT + ln(g_fast/g_slow)]/ln 2,

where ΔE is the barrier difference between the slowest and fastest events. A user can thus find an upper bound on the number of bins these events occupy from the barrier table before starting a run. Events without a barrier, such as arrivals, must be counted as well if their rates lie outside this range. The occupied bins may be far fewer. Apart from the small term in g, log₂ Q varies as 1/T, so the same barriers can spread over more bins in cold growth than in hot growth.

Updating is cheap. An event that changes its rate is removed from its old bin by moving that bin's last member into the gap, and is appended to the new bin. This takes a fixed number of operations. With short-range interactions, a hop changes the rates of a limited number of nearby sites, whatever the size of the surface. If strain or charge couples all sites, every rate may change at each step. Recomputing them all then costs at least an amount proportional to N, and the bins do not remove that cost. Rejection against a fixed upper bound B on every rate avoids recomputing all rates, because only the rates of proposed events are then needed. It removes the cost proportional to N only if a single rate can be evaluated cheaply; a direct Coulomb sum over all sites for one rate already costs that much. Since R is then unknown, the clock must follow a different rule: it advances at every proposal, rejected or not, by −ln(u)/(NB). An event needs NB/R proposals on average, so the mean time per event is again 1/R.

**Typical cost and the position of the edges**

Suppose that the rates fill whole bins uniformly in ln r. The density within a bin is 1/(r ln 2), and the mean rate is

∫ r dr/(r ln 2) = (2^k − 2^(k−1))/ln 2 = 2^k/(2 ln 2).

Then a_k = 1/(2 ln 2), and the mean number of proposals is 2 ln 2 = 1.386. Random sets spread over a factor 2^40 gave expected values of 1.43, 1.42, 1.38 and 1.39 for 100, 1000, 10000 and 100000 events. The number of occupied bins was 37 in the smallest set and 40 in the others. The small changes come mainly from the particular random rates, and there is no growth with N.

The edges need not be powers of two in 1/s. They can all be multiplied by a factor c between 1 and 2, which amounts to a change in the unit of rate. Selection remains exact and the bound remains 2, but the actual mean changes. For one rate r, write its ceiling as r·2^s with 0 < s ≤ 1. If log₂ c is spread uniformly over one unit, so is s, and the average ratio of ceiling to rate is

∫₀¹ 2^s ds = 1/ln 2 = 1.443.

Since E[T] is the sum of the ceilings divided by R, its average over c is Σ_i r_i(1/ln 2)/R = 1/ln 2. This holds for any set of rates. For rates that densely fill a wide range uniformly in ln r, the value 1.386 found above is the lowest over all shifts. It arises because the range ends exactly on a bin edge; other positions of the edges give up to 1.47. At least one position of the edges does no worse than this average, so a mean near 2 can always be cured by a shift. The shift must be fixed before the proposals are drawn, and changing it means sorting all events again.

The factor two can itself be replaced by any b > 1. The same argument gives a_k ≥ 1/b, hence E[T] ≤ b, with the average over edge positions

∫₀¹ b^s ds = (b−1)/ln b,

and K ≤ ⌊log_b Q⌋ + 2. For b = 4 the average is 3/1.386 = 2.16, and for b = √2 it is 0.414/0.347 = 1.20. If the rates fill a wide range without gaps, the first choice needs about half as many bins and the second about twice as many. Two is a moderate compromise, and the bin can be read directly from the binary exponent of the stored rate.

**A growth run in the regime of Ag on Ag(100)**

The example is the first tenth of a monolayer on a periodic square lattice of 48×48 = 2304 sites, 13.9 nm along each edge, at 250 K, where kT = 0.02154 eV. Atoms arrive at 1 per second on each empty site. An atom with n lateral neighbours hops to an empty adjacent site over a barrier of 0.40 eV + n×0.20 eV, with ν = 5×10¹² 1/s. An assumed long-wave variation of ±0.02 eV in the site binding, a cosine across the 48 columns, spreads the escape rate for each n over 25 values. These are rough model values. The arrival rate of one monolayer per second is high compared with usual evaporation experiments on this surface; a lower flux would mean many more hops per arrival.

Total escape rates of free atoms lie between 6.8×10⁴ and 4.4×10⁵ 1/s. Atoms with three neighbours escape at 1.4×10⁻⁸ to 8.8×10⁻⁸ 1/s. The extreme barriers differ by 3×0.20 + 2×0.02 = 0.64 eV, and the number of free directions falls from 4 to 1, so

log₂ Q = (0.64/0.02154 + ln 4)/ln 2 = (29.7 + 1.4)/0.693 = 44.9.

The general bound is therefore 46 bins. The rates fall into four narrow groups, with the arrivals apart, so they can reach only 14 bins; the final state used 12. At 500 K the same barriers would give log₂ Q = 23.4 for the hops alone, and at most 25 bins for them. Arrivals would then be slower than every hop and would occupy one further bin.

The run contained 230 arrivals and 23152 hops. The expected number of proposals, averaged over the states visited, was 1.471 per event, and the observed number was 1.474. Under one fixed ceiling for all sites, equal to the fastest escape rate, the expected number would have been 4260 for the same sequence of states. In the final state, where R = 3.36×10⁵ 1/s, it is

2304 × 4.371×10⁵/(3.36×10⁵) ≈ 3000.

It is far larger when no free atom is present and R is only 2×10³ to 3×10³ 1/s. These figures count proposals, not computing time, since binned selection must also find the bin once per event.

The arrivals show the worst case. Their rate of 1 1/s lies exactly on the lower edge of the bin from 1 to 2 1/s, and no hop rate of the model falls in that bin. Their expected number of proposals is therefore 2. The observed mean was 2.22, above the bound. This does not contradict it: the standard error for 230 arrivals is √(2/230) = 0.09, so the result is 2.4 standard errors high, an uncommon but possible fluctuation. The effect on the whole run is small because arrivals make up 1% of the events.

In the final state, edges at powers of two give 1.58 proposals, the best shift gives 1.003, and the average over shifts is 1.443. The best value is so close to 1 because nearly all of R comes from a single free atom, whose ceiling can be lowered almost onto its rate. With several free atoms in different columns, no shift fits all their rates in general, and the best value is higher. The best shift also differs from state to state, so one shift fixed for the whole run gains much less than this figure suggests.

The simulated time for the 230 arrivals was 0.101 s. With j atoms already present the mean wait is 1/(2304−j) s, and the sum from j = 0 to 229 is 0.105 s, with a standard deviation of 0.007 s. The clock agrees with this independent result.

**What the run says about a real surface**

Silver is a metal and serves here as a simple epitaxial system. The selection theorem uses only the list of rates, so it applies equally to adsorption, decomposition and desorption in chemical vapour deposition of a semiconductor.

One assumption that a real silver surface breaks strongly is that a hop costs the full energy of all lateral bonds. An atom moving along an island edge keeps part of its bonding. With a rough edge barrier of 0.30 eV instead of the model's 0.60 eV, this motion is faster by

exp(0.30/0.02154) ≈ 1×10⁶.

The island shapes of this run should therefore not be compared with real ones. Including edge motion would leave the bound of two proposals intact, but the run would become much longer. One edge direction would have a rate of 5×10¹² exp(−0.30/0.02154) ≈ 4×10⁶ 1/s, ten times the fastest escape rate in the model. Binned selection makes each event cheap; it does not reduce the number of fast, repeated events that must be simulated.

Barrier errors are the next concern. An error of 0.05 eV changes a rate by a factor of 10 at 250 K and moves the event by three or four bins. Tunnelling, estimated to lowest order with ν as the barrier frequency, raises the rates by about 4%. The model also omits arrivals on top of occupied sites, which would be about 5% of the flux over this run. None of these errors comes from the selection method, and none is cured by it.

**Choosing the setting**

- If the rates take only a few distinct values, use one list per value. All members of a list are then equally likely and no rejection is needed. Without the binding variation, the example would have five lists: four for hopping atoms and one for arrivals.
- If the rates are numerous or continuously distributed, and log₂ Q stays bounded as the system grows, factor-of-two bins keep the selection cost independent of N.
- For small systems, compare K with log₂ N, the approximate number of steps in a binary search tree over all events. In the example log₂ 2304 = 11.2 and K = 12, so the tree and the worst case of a linear search through the bins are close. The mean number of steps through the bins can be much smaller than K if a bin holding most of R is searched first. At a million sites with the same K, the tree would need about 20 steps.
- If K is large, search the bins themselves with a tree, or place the most probable bins first. In exact arithmetic neither changes the probabilities.
- With short-range interactions, use one global ceiling only if N r_max/R is small, that is, if the mean rate is close to the largest.
- If a frequent process has a rate on or just above a lower edge, shift all edges so that its ceiling lies slightly above its rate, and check that other frequent processes do not suffer.

Finite arithmetic sets the last condition. Repeated additions and subtractions can make S_k drift, so in long runs the sums should be recomputed from time to time; here the relative drift at the end was 2×10⁻¹⁶. The random numbers have a step of 1.1×10⁻¹⁶, while the least likely bin in the final state had probability 2.6×10⁻¹³. The step alone can alter that probability by about 0.04% of its value. A bin whose probability approached the step would no longer be sampled reliably, and would need a finer random number. That alone is not enough if the large bins are searched first, because rounding in double precision limits the resolution to about 10⁻¹⁶ R; the small bins must then be searched first, or the search carried out in higher precision. The remaining figures are in the numerical output below.

Table of computed values

```
EIGHT EVENTS (rates in 1/s)
rates: [1.0, 1.0, 1.1, 3.9, 3.7, 0.26, 0.4, 9.0]  total: 20.36
bin [0.25,0.5): n=2 sum=0.66 prob=0.0324 accept=0.6600 trials=1.5152
bin [1,2): n=3 sum=3.10 prob=0.1523 accept=0.5167 trials=1.9355
bin [2,4): n=2 sum=7.60 prob=0.3733 accept=0.9500 trials=1.0526
bin [8,16): n=1 sum=9.00 prob=0.4420 accept=0.5625 trials=1.7778
r_i/R:               0.0491 0.0491 0.0540 0.1916 0.1817 0.0128 0.0196 0.4420
sampled frequencies: 0.0487 0.0483 0.0545 0.1928 0.1807 0.0126 0.0196 0.4426
faulty bin redraw:   0.0361 0.0361 0.0397 0.2587 0.2455 0.0120 0.0184 0.3535
draws 200000, chi-square p-value 0.406
mean trials: formula 1.5226, sampled 1.5208
P(more than 5 trials): formula 0.01125, sampled 0.01094, bound 0.03125
total variation error of faulty redraw: 0.1309
NUMBER OF EVENTS (log-uniform rates over a factor 2**40)
N=100: bins 37, trials formula 1.4319, sampled 1.4339
N=1000: bins 40, trials formula 1.4181, sampled 1.4270
N=10000: bins 40, trials formula 1.3839, sampled 1.3729
N=100000: bins 40, trials formula 1.3892, sampled 1.3905
2 ln 2 = 1.3863
FOUR-STATE CLOCK TEST at t=0.5 s, 20000 walkers
master equation: 0.2779 0.1870 0.2716 0.2636 | sampled: 0.2841 0.1842 0.2683 0.2633
EPITAXY RUN (rough parameters, regime of Ag on Ag(100))
lattice 48 x 48 sites, edge 13.9 nm (site spacing 0.29 nm), T 250 K, kT 0.02154 eV
terrace barrier 0.40 eV, per neighbour 0.20 eV, variation 0.02 eV
attempt frequency 5.0e+12 1/s, arrival 1.0 1/s per empty site
escape rate, 0 neighbours: 6.827e+04 to 4.371e+05 1/s
escape rate, 1 neighbours: 4.758e+00 to 3.047e+01 1/s
escape rate, 2 neighbours: 2.948e-04 to 1.888e-03 1/s
escape rate, 3 neighbours: 1.370e-08 to 8.771e-08 1/s
deposits 230, hops 23152, final coverage 0.0998 ML
simulated time 0.1012 s, exact mean 0.1051 s, standard deviation 0.0069 s
mean trials per event: sampled 1.4743, formula 1.4712
mean trials: deposition 2.2217, hops 1.4669
mean trials with one global ceiling (formula): 4260
final state: total rate 3.3606e+05 1/s, occupied bins 12, bin-sum drift 2.2e-16
final state trials: edges at powers of two 1.5762, best shift 1.0033
final state trials averaged over shifts 1.4429, 1/ln 2 = 1.4427
NEGLECTED EFFECTS
edge diffusion, rough barrier 0.30 eV: faster than the model's one-neighbour hop by 1.1e+06
barrier error of 0.05 eV: rate factor 10.2
tunnelling, lowest-order factor 1+(h nu/kT)^2/24: 1.038
arrivals on occupied sites (time-mean coverage): 0.0506
least likely bin 2.6e-13, random-number step 1.1e-16
```
